# One inverse participation ratio cannot establish Anderson localization in an amorphous oxide

## What dimensions allow

Let a normalized state have weights $n_i=|\psi_i|^2$ on $N$ equivalent sites of spacing $a$, in a cubic cell of edge $L$, so that $N=(L/a)^3$. Its inverse participation ratio is

$$P_2=\sum_{i=1}^{N}n_i^2,\qquad \sum_i n_i=1 .$$

For an envelope that is smooth on the scale $a$, write $n_i=a^3|\psi(\mathbf r_i)|^2$. Then

$$P_2=\sum_i a^6|\psi(\mathbf r_i)|^4\simeq a^3\int|\psi|^4\,d^3r .$$

Normalization gives $|\psi|^2$ the dimension of an inverse volume, so the integral is an inverse volume too. Once the cell is much larger than the scale of its internal fluctuations, an extended state offers only the cell volume. A localized state much smaller than the cell offers $\xi^3$, where $\xi$ is its decay length:

$$P_2=c\,\frac{a^3}{L^3}=\frac cN\quad\text{(extended)},\qquad P_2=c'\,\frac{a^3}{\xi^3}\quad\text{(localized, }\xi\ll L).$$

The two forms differ in their dependence on $L$. At one value of $L$ each is just a number, and the constant $c$ of a disordered extended state is not known beforehand. A large $P_2$ in one cell may mean a small $\xi$ or a large $c$.

There is also an exact objection to reading localization from one periodic cell. Repeat the cell through space. Its periodic eigenstate, continued periodically, is an eigenstate of the resulting crystal and has equal weight in every copy. Localization concerns what happens as independent disorder is added over larger volumes, which one cell does not contain.

## A counter-example

Consider holes in a band built from one real orbital per oxygen site, on a periodic cubic lattice:

$$H=\sum_i\varepsilon_i|i\rangle\langle i|+t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big).$$

The second sum runs over nearest-neighbour pairs. The $\varepsilon_i$ are independent Gaussian energies with mean zero and standard deviation $\sigma$. Energies are measured from the band centre. Without disorder,

$$E(\mathbf k)=2t(\cos k_xa+\cos k_ya+\cos k_za)\simeq 6t-ta^2k^2$$

near $\mathbf k=0$. With $t>0$ the valence-band top is therefore at $+6t$. Equating the downward curvature with $\hbar^2k^2/2m_h$ gives $m_h=\hbar^2/(2ta^2)$.

Take $a=0.28$ nm, $t=0.2$ eV and $\sigma=0.6$ eV. The clean top lies at 1.2 eV and $m_h$ is 2.4 electron masses. In InGaZnO$_4$ four atoms of every seven are oxygen, so 64 oxygen sites correspond to a supercell of $64\times7/4=112$ atoms, with an edge of 1.12 nm.

Look first at states within 0.1 eV of $E=0.6$ eV. In 1500 independent 64-site cells there are 7327 of them, about five per cell. Of these, 19.4 % have $P_2>0.1$, which is about one such state per cell on average. The largest value is 0.360. A state spread evenly over the cell would have $1/64=0.016$, so this one is larger by a factor $0.360\times64=23$. It is as concentrated as a state spread evenly over fewer than three sites.

Now keep the energy window and the disorder fixed and enlarge the cell:

| $N$ | $\langle P_2\rangle$ at 0.6 eV | $N\langle P_2\rangle$ |
|---|---|---|
| 64 | 0.0824 ± 0.0004 | 5.3 |
| 216 | 0.0314 ± 0.0003 | 6.8 |
| 512 | 0.0153 ± 0.0004 | 7.9 |
| 1000 | 0.0094 ± 0.0003 | 9.4 |

The brackets denote the mean over all states in the window and all structures. The errors are standard errors from the scatter between cells. The mean falls by a factor 8.8 while $N$ grows by 15.6. Among the 601 states found at $N=1000$, the largest $P_2$ is 0.038. The concentrated states of the small cells have no counterpart among these 601 states.

Compare the window at $1.9\pm0.1$ eV, in the tail. There $\langle P_2\rangle$ is $0.592\pm0.012$ at $N=64$ and $0.609\pm0.029$ at $N=1000$: it does not fall. Yet a tenth of the tail states in the 64-site cells have $P_2$ below 0.330, less than the 0.360 reached at 0.6 eV. The two sets of single-cell values overlap, although their size dependence is quite different.

## Two reference states with the same value

The ambiguity can also be seen without a Hamiltonian. As a model of a fully extended disordered state, take a real vector $u$ distributed uniformly on the unit sphere in $N$ dimensions. Generate it as $u_i=g_i/R$, with independent unit Gaussians $g_i$ and $R^2=\sum_i g_i^2$. The Gaussian distribution is isotropic, so $R$ and the direction $u$ are independent, and

$$\langle g_i^4\rangle=\langle R^4\rangle\langle u_i^4\rangle .$$

The left side is 3. For the right side, separate equal and unequal indices:

$$\langle R^4\rangle=\sum_i\langle g_i^4\rangle+\sum_{i\ne j}\langle g_i^2\rangle\langle g_j^2\rangle=3N+N(N-1)=N(N+2).$$

Hence $\langle u_i^4\rangle=3/[N(N+2)]$, and summing over $N$ sites gives

$$\langle P_2\rangle=\frac{3}{N+2}.$$

For $N=64$ this is $3/66=0.0455$. Eigenvectors of random symmetric matrices, computed numerically, give the same value to the digits shown. Random interference alone thus raises $P_2$ almost threefold above $1/N$.

For a localized state take $|\psi|\propto e^{-r/\xi}$. The integral needed is

$$\int e^{-\kappa r}d^3r=4\pi\int_0^\infty r^2e^{-\kappa r}dr=\frac{8\pi}{\kappa^3}.$$

Normalization uses $\kappa=2/\xi$ and gives $\pi\xi^3$. The fourth power uses $\kappa=4/\xi$ and gives $\pi\xi^3/8$. Therefore

$$P_2=a^3\,\frac{\pi\xi^3/8}{(\pi\xi^3)^2}=\frac{a^3}{8\pi\xi^3}\qquad(a\ll\xi\ll L).$$

At $\xi=4a$ the formula gives $6.22\times10^{-4}$. The direct lattice sum gives $6.27\times10^{-4}$, larger by 0.9 % of the formula's value.

For short $\xi$ the sum must replace the integral. It equals 0.0455 at $\xi=1.17a=0.33$ nm. A state decaying over little more than one site spacing and a random state filling the 64-site cell then have the same $P_2$.

## The correct statement and its proof

Fix an energy window and a disorder distribution, and let $p_N=\langle P_2\rangle$ be the average over states and structures at size $N$.

1. If $p_N\ge p>0$ for all large $N$, then at least a fraction $p/(2-p)$ of the states have a single site carrying weight $p/2$ or more, however large the cell.
2. If $p_N\to0$, then for any fixed number $m$ of sites and any fixed weight $w>0$, the fraction of states that place weight $w$ or more on some $m$ sites tends to zero.
3. The value of $P_2$ at one $N$ does not decide between these cases.

Two inequalities are needed. First, with $n_{\max}$ the largest site weight,

$$P_2=\sum_i n_i\,n_i\le n_{\max}\sum_i n_i=n_{\max}\le1 .$$

Second, let a set $A$ of $m$ sites carry weight $w_A$. The Cauchy–Schwarz inequality gives

$$w_A^2=\Big(\sum_{i\in A}1\cdot n_i\Big)^2\le m\sum_{i\in A}n_i^2\le mP_2,\qquad\text{so}\qquad P_2\ge\frac{w_A^2}{m}.$$

With $A$ the whole cell this becomes $P_2\ge1/N$.

**Part 1.** Let $f$ be the fraction of states with $P_2\ge p/2$. These contribute at most 1 each to the mean, and the others less than $p/2$ each:

$$p\le p_N\le f+(1-f)\frac p2 .$$

Subtracting $p/2$ gives $p/2\le f(1-p/2)$, hence $f\ge p/(2-p)$. For each of these states the first inequality gives $n_{\max}\ge P_2\ge p/2$.

**Part 2.** A state with weight at least $w$ on some $m$ sites has $P_2\ge w^2/m$. If such states form a fraction $f$, they alone contribute at least $fw^2/m$ to the mean. So $f\le mp_N/w^2$, which tends to zero.

**Part 3.** At size $N_0$ take a state spread evenly over $m_0$ sites, so that $P_2=1/m_0$. Continue it to larger $N$ in two ways. Keeping $m_0$ sites leaves $P_2$ constant. Keeping the fraction $m_0/N_0$ makes $P_2=N_0/(m_0N)$, which tends to zero. Both agree at $N_0$. This completes the proof.

If $\langle P_2\rangle$ in the tail stays at 0.6 for larger cells, part 1 says that at least $0.6/1.4=43$ % of the states there keep a weight of 0.3 or more on one site. This is a lower bound, not an estimate.

Part 1 does not establish exponential decay. A state with half its weight on one site and half spread over the cell also has a finite limiting $P_2$. The decay of the remainder needs a separate test. Nor does part 2 say that a state fills the cell uniformly, since $P_2$ may vanish more slowly than $1/N$. A useful measure of the rate is

$$s=-\frac{d\ln\langle P_2\rangle}{d\ln N}.$$

Localized states have $s\to0$. Ordinary extended states, for which $N\langle P_2\rangle$ approaches a constant, have $s\to1$. At a three-dimensional mobility edge the states are multifractal and $s$ lies in between.

## Reading finite-size exponents

A straight-line fit of $\ln\langle P_2\rangle$ against $\ln N$ over the four sizes gives $s=0.80\pm0.01$ at 0.6 eV and $s=-0.02\pm0.02$ at 1.9 eV. The quoted errors are statistical and do not include the approach to infinite size.

This matters at 0.6 eV. From 512 to 1000 sites,

$$s\simeq\frac{\ln(0.0153/0.0094)}{\ln(1000/512)}=\frac{0.49}{0.67}=0.73,$$

with a statistical error of about 0.06. The exponent is not visibly rising towards 1 in this range. The data exclude a constant $P_2$ over these sizes, but by themselves they do not prove that the limiting exponent is 1.

The opposite error is possible too. The localized envelope with $\xi=4a=1.12$ nm, cut off at the boundaries of cells of 64 and 1000 sites, gives an apparent $s=0.84$. The number depends on how the envelope is fitted into the cell: adding the amplitudes of its periodic images makes it almost uniform in both cells and gives $s\approx1.0$. Its participation volume, $8\pi\xi^3=1608$ sites, exceeds both cells. It will saturate, but at sizes not yet reached. A cell must be large compared with this volume, which is far larger than $\xi^3$, before a falling $P_2$ can count against localization.

An independent criterion is therefore useful. Build a long bar of cross-section $M\times M$ sites, periodic across. Let $\Psi_j$ hold the amplitudes on slice $j$, and let $H_j$ contain the site energies and transverse hopping of that slice. The Schrödinger equation is

$$t\Psi_{j+1}+t\Psi_{j-1}+H_j\Psi_j=E\Psi_j .$$

Solving for the next slice gives

$$\Psi_{j+1}=\frac{E-H_j}{t}\Psi_j-\Psi_{j-1}.$$

Iteration yields exponential growth rates. The smallest positive rate per slice, $\gamma$, sets the longest decay length $\lambda=a/\gamma$. Define $\Lambda=\lambda/(Ma)$. If the bulk states are localized, $\lambda$ tends to a finite length and $\Lambda$ falls as $1/M$. If they are extended, a bar of length $\ell$ conducts ohmically, in proportion to $M^2/\ell$, until this conductance drops to about one quantum. That happens at $\ell\propto M^2$, so $\Lambda$ grows as $M$. This scaling argument holds for wide bars.

| $E$ (eV) | $\Lambda$, $M=4$ | $\Lambda$, $M=7$ |
|---|---|---|
| 0.6 | 1.52 ± 0.05 | 2.19 ± 0.12 |
| 1.4 | 0.487 ± 0.008 | 0.379 ± 0.006 |
| 1.9 | 0.182 ± 0.001 | 0.107 (error below 0.0005) |

At 0.6 eV $\Lambda$ grows, which supports extended states. At 1.9 eV it falls, and $\lambda=\Lambda Ma$ hardly changes: $0.182\times4=0.73$ and $0.107\times7=0.75$ spacings. This supplies the evidence of exponential decay that $P_2$ alone lacks.

The window at 1.4 eV is the instructive intermediate case. Its mean $P_2$ drops from $0.203\pm0.002$ to $0.092\pm0.011$ between 64 and 1000 sites, and the fit gives $s=0.30\pm0.04$. An exponent between 0 and 1 might suggest a mobility edge. But $\Lambda$ falls with width, which points to localized states. Between the last two sizes, 0.100 and 0.092, the decrease is within the statistical errors, but this does not show that saturation has begun. The decay length still grows with width, from $0.487\times4=1.9$ to $0.379\times7=2.7$ spacings, and its bulk value may be larger still. The bar refers to 1.4 eV alone, while the window reaches down to 1.3 eV, where $\Lambda$ stays near 0.5 for widths 4 to 10. The window thus lies close to the mobility edge, and nearly critical states keep an intermediate $s$ until the cell is much larger than their decay length. Saturation at much larger sizes would reconcile the results, but it is not shown here. Taken together, the bars place the model's mobility edge between 0.6 and 1.4 eV, provided their trends persist at larger widths.

## Why the energy must be fixed

It is tempting to follow the highest occupied state from cell to cell. In this model its mean energy rises from 1.68 eV at $N=64$ to 2.10 eV at $N=1000$, and its mean $P_2$ rises from 0.355 to 0.793. A larger sample contains rarer, more extreme site energies, so its topmost state lies deeper in the tail. At fixed energy in the tail, $P_2$ is constant within errors. The rise therefore comes mainly from the change of energy, not from a size effect at one energy.

The counting of sites must also stay fixed. If a state is spread evenly over the 64 oxygen atoms of a 112-atom cell, $P_2=1/64$. Comparison with $1/112$ gives an apparent enhancement of $112/64=1.75$ that comes from composition alone. At constant composition this factor does not depend on size and leaves $s$ unchanged.

## Localized, but by what?

Even a genuine saturation does not identify Anderson localization, in which disorder and interference confine the states. Take a perfect crystal with Hamiltonian $H_0$ and raise one site energy by $U$. For a bound state above the band,

$$(E-H_0)|\psi\rangle=U\psi_0|0\rangle .$$

With $G(\mathbf r,E)=\langle\mathbf r|(E-H_0)^{-1}|0\rangle$ this gives $\psi(\mathbf r)=U\psi_0G(\mathbf r,E)$. Setting $\mathbf r=0$ and dividing by $\psi_0\neq0$ fixes the energy, and normalization fixes $P_2$:

$$UG(0,E)=1,\qquad P_2=\frac{\sum_{\mathbf r}G(\mathbf r,E)^4}{\big[\sum_{\mathbf r}G(\mathbf r,E)^2\big]^2}.$$

In three dimensions $G(0,E)$ stays finite at the band top, so a bound state exists only if $U$ exceeds a threshold, here 0.79 eV. For $U=1.6$ eV the Green-function result is 0.794. Diagonalization gives 0.793 at $N=216$ and 0.794 at $N=512$. The ratio saturates without any random potential. In an oxide, an undercoordinated atom or a vacancy could play this part. Separating the mechanisms requires looking at the sites that carry the weight and repeating the analysis on structures without the suspected defect.

Lattice relaxation can also concentrate a state. Let a local distortion $x_i$ couple to the hole density with strength $g$ and have stiffness $K$. A hole in a valence state costs $-\langle H\rangle$, so the total energy is

$$W=-\langle H\rangle-g\sum_i x_in_i+\frac K2\sum_i x_i^2 .$$

At fixed $\psi$, $\partial W/\partial x_i=0$ gives $x_i=gn_i/K$. Substitution yields

$$W=-\langle H\rangle-\frac{g^2}{K}\sum_i n_i^2+\frac{g^2}{2K}\sum_i n_i^2=-\langle H\rangle-E_pP_2,\qquad E_p=\frac{g^2}{2K}.$$

The gain is proportional to $P_2$, so relaxation favours concentration. Take $E_p=0.5$ eV. In eight new 216-site cells the mean $P_2$ of the topmost state is 0.477 before relaxation. So few cells fix this mean only roughly: the 120 cells used earlier give 0.555. In the eight cells the gain at fixed state is $0.5\times0.477=0.24$ eV. Letting the state respond raises $P_2$ to 0.897 and the gain to 0.39 eV. A relaxed calculation with a hole present can thus show much stronger localization than the static disorder produces. At this $E_p$ relaxation strengthens localization but does not replace disorder: in the clean 216-site crystal, a hole started on one site spreads over the whole cell. Localization by relaxation alone needs a larger $E_p$.

## Bearing on amorphous InGaZnO$_4$

The oxygen spacing and the heavy hole mass resemble the top of the valence band of this material; the model band, $12t=2.4$ eV wide without disorder, is much narrower than the full oxygen 2p band. The values of $t$, $\sigma$ and $E_p$ are round and rough, and the energies found here do not predict its mobility edge. The conduction band, built mainly from metal s orbitals, has a much lighter mass and needs its own parameters. Real oxygen sites carry three p orbitals on an irregular network. Between 64 and 512 sites the base model has $s=0.81\pm0.01$ at 0.6 eV. Varying each hopping randomly by up to 30 % leaves 0.81, and unequal hoppings of 0.4, 0.1 and 0.1 eV along the axes give $0.75\pm0.04$. The tail exponent stays between $-0.05$ and $-0.09$, with errors of 0.03 to 0.04. The thermal energy at 300 K, 0.026 eV, is small beside the 0.2 eV full width of the windows. Lattice relaxation raised the mean $P_2$ of the topmost state in 216-site cells from about 0.5 to about 0.9; its effect on $s$ was not computed. Electron interactions and the real network remain untested. The remaining values are in the numerical output.

## Calculated quantities

```
spacing 0.28 nm, hopping 0.2 eV, site spread 0.6 eV
clean band-top hole mass: 2.43 electron masses
energy window half-width: 0.1 eV
random extended, N=64: P2 0.0455, formula 0.0455
envelope xi=4a: P2 sum 6.273e-04, formula 6.217e-04
localized xi with the random-state P2: 1.17 a = 0.33 nm
apparent s of localized xi=4a, N=64 to 1000: 0.84
N=64: edge 1.12 nm, 112 atoms, 1500 cells
N=216: edge 1.68 nm, 378 atoms, 120 cells
N=512: edge 2.24 nm, 896 atoms, 20 cells
N=1000: edge 2.80 nm, 1750 atoms, 8 cells
band 0.6 eV N=64: P2 0.0824 +- 0.0004, N*P2 5.3, 7327 states
band 0.6 eV N=216: P2 0.0314 +- 0.0003, N*P2 6.8, 1968 states
band 0.6 eV N=512: P2 0.0153 +- 0.0004, N*P2 7.9, 796 states
band 0.6 eV N=1000: P2 0.0094 +- 0.0003, N*P2 9.4, 601 states
band: exponent s = 0.80 +- 0.01
edge 1.4 eV N=64: P2 0.2027 +- 0.0024, N*P2 13.0, 2328 states
edge 1.4 eV N=216: P2 0.1413 +- 0.0045, N*P2 30.5, 669 states
edge 1.4 eV N=512: P2 0.1004 +- 0.0082, N*P2 51.4, 282 states
edge 1.4 eV N=1000: P2 0.0918 +- 0.0106, N*P2 91.8, 206 states
edge: exponent s = 0.30 +- 0.04
tail 1.9 eV N=64: P2 0.5921 +- 0.0118, N*P2 37.9, 270 states
tail 1.9 eV N=216: P2 0.6042 +- 0.0219, N*P2 130.5, 68 states
tail 1.9 eV N=512: P2 0.6506 +- 0.0493, N*P2 333.1, 17 states
tail 1.9 eV N=1000: P2 0.6085 +- 0.0291, N*P2 608.5, 22 states
tail: exponent s = -0.02 +- 0.02
N=64 tail P2: 10th percentile 0.330, median 0.636
largest band P2: N=64 0.360, N=1000 0.038
band states with P2>0.1: N=64 19.4 %, N=1000 0.0 %
topmost state N=64: mean E 1.68 eV, P2 0.355
topmost state N=216: mean E 1.84 eV, P2 0.555
topmost state N=512: mean E 1.97 eV, P2 0.666
topmost state N=1000: mean E 2.10 eV, P2 0.793
band bar Lambda: width 4 1.518 +- 0.049, width 7 2.187 +- 0.118
edge bar Lambda: width 4 0.487 +- 0.008, width 7 0.379 +- 0.006
tail bar Lambda: width 4 0.182 +- 0.001, width 7 0.107 +- 0.000
crystal with one 1.6 eV trap: P2 N=216 0.7929, N=512 0.7938, Green 0.7938
base model, N=64 to 512: s band 0.81 +- 0.01, tail -0.05 +- 0.04
hopping +-30 %, N=64 to 512: s band 0.81 +- 0.02, tail -0.08 +- 0.04
hops 0.4,0.1,0.1 eV, N=64 to 512: s band 0.75 +- 0.04, tail -0.09 +- 0.03
hole relaxation energy on one site: 0.5 eV
top state N=216: P2 rigid 0.477, relaxed 0.897
energy gain: fixed state 0.238 eV, full 0.387 eV
band-state gain, fixed state: N=64 0.0412 eV, N=1000 0.0047 eV
thermal energy at 300 K: 0.0259 eV
```
